\section*{The three-dimensional Lindhard function: closed form, particle-hole continuum and sum rules}

\section{What is being calculated}

Q: Before any integral is done, what does the dielectric function of an electron gas mean here, and what has been assumed?

A: The system is a uniform, unpolarized gas of density $n$ at zero temperature, with a rigid neutralizing background. I use atomic units, $\hbar=m=e=1$, so $\varepsilon_k=k^2/2$. States with $k<k_F$ are filled ($f_k=1$) and the rest are empty ($f_k=0$). Counting both spins, $n=k_F^3/(3\pi^2)$.

Let the total potential energy felt by an electron be $V e^{i(\mathbf q\cdot\mathbf r-\omega t)}$, with $q>0$. The density matrix obeys $i\dot\rho=[H,\rho]$. To first order in $V$, its element between $\mathbf k+\mathbf q$ and $\mathbf k$ satisfies
\begin{equation}
\omega\rho_{\mathbf k}=(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})\rho_{\mathbf k}+V(f_{\mathbf k}-f_{\mathbf k+\mathbf q}).
\end{equation}
Solving for $\rho_{\mathbf k}$ and summing over $\mathbf k$ and spin gives the induced density $\chi_0V$, where
\begin{equation}
\chi_0(q,z)=2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{z+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}},
\qquad z=\omega+i0 .
\label{chi}
\end{equation}
The $+i0$ means that the field was switched on slowly in the past, so the response is causal.

Q: That is the response to the total potential. An experimenter controls the external one.

A: Poisson's equation connects them. The induced density adds the potential energy $(4\pi/q^2)\chi_0V$, so $V=V_{\rm ext}+(4\pi/q^2)\chi_0V$, and
\begin{equation}
\epsilon\equiv\frac{V_{\rm ext}}{V}=1-\frac{4\pi}{q^2}\chi_0=\epsilon_1+i\epsilon_2 .
\label{epsdef}
\end{equation}
This is the random-phase approximation: electrons respond as free particles to the average field. Exchange and correlation corrections to that field, collisions and a crystal lattice are all absent, and the results below hold within this model.

\section{The integral in closed form}

Q: The numerator of \eqref{chi} involves two displaced Fermi spheres. How can that give a simple integral?

A: Treat the two terms separately. In the second, take $\mathbf k+\mathbf q$ as the new variable and call it $\mathbf k$ again. Its energy difference becomes $\varepsilon_{\mathbf k-\mathbf q}-\varepsilon_{\mathbf k}=-\mathbf k\cdot\mathbf q+q^2/2$, while in the first term it is $-\mathbf k\cdot\mathbf q-q^2/2$. Both terms now cover the same sphere:
\begin{equation}
\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\left[
\frac1{z-\frac{q^2}2-\mathbf k\cdot\mathbf q}-\frac1{z+\frac{q^2}2-\mathbf k\cdot\mathbf q}\right].
\label{shift}
\end{equation}
Define
\begin{equation}
Q=\frac q{k_F},\qquad \nu_\pm=\frac{z}{qk_F}\pm\frac Q2 .
\end{equation}
Since $qk_F\nu_\pm=z\pm q^2/2$, we have $\chi_0=F(\nu_-)-F(\nu_+)$, where $F$ is the integral of $1/(qk_F\nu-\mathbf k\cdot\mathbf q)$ over the filled sphere.

Cut the sphere into discs perpendicular to $\mathbf q$. At $\mathbf k\cdot\mathbf q=qk_Fx$ the disc has area $\pi k_F^2(1-x^2)$ and thickness $k_Fdx$. Hence
\begin{align}
F(\nu)&=\frac{2}{8\pi^3}\int_{-1}^1\frac{\pi k_F^2(1-x^2)\,k_F\,dx}{qk_F(\nu-x)}
=\frac{k_F^2}{4\pi^2q}\int_{-1}^1\frac{1-x^2}{\nu-x}\,dx .
\end{align}
Write $1-x^2=(1-\nu^2)+(\nu-x)(\nu+x)$. The integral splits into
\begin{equation}
(1-\nu^2)\int_{-1}^1\frac{dx}{\nu-x}+\int_{-1}^1(\nu+x)\,dx
=(1-\nu^2)\ln\frac{\nu+1}{\nu-1}+2\nu .
\end{equation}
The right side is $4\Psi(\nu)$ if
\begin{equation}
\Psi(\nu)=\frac\nu2+\frac{1-\nu^2}4\ln\frac{\nu+1}{\nu-1}.
\label{psi}
\end{equation}
So $F=k_F^2\Psi/(\pi^2q)$, and \eqref{epsdef} becomes
\begin{equation}
\epsilon=1-\frac{4k_F^2}{\pi q^3}\left[\Psi(\nu_-)-\Psi(\nu_+)\right].
\label{closed}
\end{equation}

Q: For a real frequency the argument of the logarithm can be negative. Which branch do you take?

A: The $+i0$ decides. Let $\nu=x+i0$ with $x$ real. If $|x|<1$, then $\nu+1$ is positive, but $\nu-1$ is negative and lies just above the real axis, so $\ln(\nu-1)=\ln(1-x)+i\pi$. The logarithm in \eqref{psi} therefore gains $-i\pi$. If $x>1$, neither factor has a phase. If $x<-1$, both have the phase $\pi$ and the phases cancel. Thus
\begin{equation}
{\rm Im}\,\Psi=-\frac\pi4P(x),\qquad P(x)=\max(0,1-x^2),
\end{equation}
and ${\rm Re}\,\Psi$ is \eqref{psi} with the absolute value inside the logarithm. At $x=\pm1$ the factor $1-x^2$ vanishes faster than the logarithm grows, so the product is zero there.

Let $k_{TF}^2=4k_F/\pi$, so that $4k_F^2/(\pi q^3)=k_{TF}^2/(q^2Q)$. With $\nu_\pm$ now real,
\begin{align}
\epsilon_1&=1-\frac{k_{TF}^2}{q^2Q}\left[{\rm Re}\,\Psi(\nu_-)-{\rm Re}\,\Psi(\nu_+)\right],\label{e1}\\
\epsilon_2&=\frac{k_F^2}{q^3}\left[P(\nu_-)-P(\nu_+)\right].\label{e2}
\end{align}

Q: Is $k_{TF}$ just a name for a group of constants?

A: It is the Thomas--Fermi screening wavevector, as the static limit shows. At $\omega=0$, $\nu_\pm=\pm Q/2$. For small $x$, $\ln|(x+1)/(x-1)|\approx2x$, so $\Psi(x)\approx x/2+x/2=x$. The bracket in \eqref{e1} tends to $-Q$, and $\epsilon_1\to1+k_{TF}^2/q^2$. With $\mu=k_F^2/2$ we have $n=(2\mu)^{3/2}/(3\pi^2)$ and $dn/d\mu=k_F/\pi^2$. Therefore $k_{TF}^2=4\pi\,dn/d\mu$, the screening strength of a gas that adjusts its density to the local potential.

\section{The particle-hole continuum}

Q: Equation \eqref{e2} is a difference of two clipped parabolas. What is being absorbed?

A: Go back to \eqref{shift} and reverse $\mathbf k$ in its second term. With $\Delta_{\mathbf k}=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf k\cdot\mathbf q+q^2/2$,
\begin{equation}
\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\left[\frac1{z-\Delta_{\mathbf k}}-\frac1{z+\Delta_{\mathbf k}}\right].
\label{pair}
\end{equation}
Suppose $\mathbf k$ and $\mathbf k+\mathbf q$ are both filled. Then $\mathbf k'=-\mathbf k-\mathbf q$ is filled too, as is $\mathbf k'+\mathbf q=-\mathbf k$, and $\Delta_{\mathbf k'}=-\Delta_{\mathbf k}$. The bracket is odd in $\Delta$, so these blocked transitions cancel in pairs. What remains are transitions from inside the sphere to outside it, for which $\Delta>0$. Let
\begin{equation}
S(q,\omega)=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\,\delta(\omega-\Delta_{\mathbf k})
\end{equation}
be their number per volume and energy. For $\omega>0$ the imaginary part of $1/(\omega-\Delta+i0)$ is $-\pi\delta(\omega-\Delta)$, so ${\rm Im}\,\chi_0=-\pi S$ and
\begin{equation}
\epsilon_2=\frac{4\pi^2}{q^2}S .
\label{S}
\end{equation}
Absorption counts the allowed particle-hole pairs.

Q: Then the edges should follow from geometry alone.

A: They do. Let $p$ be the component of $\mathbf k$ along $\mathbf q$. Then $\Delta=pq+q^2/2$ with $-k_F\le p\le k_F$. The largest value is at $p=k_F$. The smallest is at $p=-k_F$, if that is positive; if $q<2k_F$ the displaced spheres overlap, and pairs close to their intersection have energies down to zero. The continuum is
\begin{equation}
\max\left(0,\tfrac{q^2}2-qk_F\right)\le\omega\le\omega_+,\qquad \omega_+=\tfrac{q^2}2+qk_F .
\label{edges}
\end{equation}
These are the frequencies at which $|\nu_-|\le1$, except that for $q<2k_F$ the lower limit is replaced by zero.

Q: Where does the second parabola act?

A: It acts when $\nu_+<1$, which means $q<2k_F$ and $\omega<qk_F-q^2/2$. There
\begin{equation}
P(\nu_-)-P(\nu_+)=\nu_+^2-\nu_-^2=(\nu_++\nu_-)(\nu_+-\nu_-)=\frac{2\omega}{qk_F}\,Q=\frac{2\omega}{k_F^2}.
\end{equation}
So the two branches are
\begin{equation}
\epsilon_2=\begin{cases}
2\omega/q^3, & q<2k_F,\ \ 0\le\omega\le qk_F-q^2/2,\\
(k_F^2/q^3)(1-\nu_-^2), & |qk_F-q^2/2|\le\omega\le\omega_+,
\end{cases}
\end{equation}
and zero at other $\omega\ge0$. The linear branch is Pauli blocking. At fixed $p$ the filled disc has area $\pi(k_F^2-p^2)$, but its central part, of area $\pi[k_F^2-(p+q)^2]$, leads to filled states. The allowed ring has area $\pi[(p+q)^2-p^2]=2\pi\omega$, proportional to the energy. On the second branch $|p+q|>k_F$, and the whole disc is allowed. At a finite temperature $f$ has no sharp step, and these boundaries blur.

\section{Numbers at one wavevector}

Q: I would like to see the formulas used.

A: Take a model gas with $n=0.1$ electrons per cubic angstrom. Then $k_F=1.436$~\AA$^{-1}$, the Fermi energy is $E_F=7.856$~eV and $k_{TF}=1.859$~\AA$^{-1}$ (outside atomic units $k_{TF}^2=4k_F/(\pi a_0)$, with the Bohr radius $a_0=0.5292$~\AA). At $q=1$~\AA$^{-1}$, $Q=0.6964$ and $k_{TF}^2/q^2=3.455$, so the prefactor in \eqref{e1} is $3.455/0.6964=4.961$. The one in \eqref{e2} is $\pi/4$ times this, $3.897$. Because $k_F^2=2E_F$, an energy transfer $E=\hbar\omega$ to the gas enters as $\nu_\pm=E/(2E_FQ)\pm Q/2$.

At 5~eV, below the branch point at 7.13~eV, $\nu_-=0.1088$ and $\nu_+=0.8052$:
\begin{align}
\epsilon_1&=1-4.961\,(0.1083-0.5983)=3.43,\\
\epsilon_2&=3.897\,(0.8052^2-0.1088^2)=2.48 .
\end{align}
At 12~eV, on the second branch, $\nu_-=0.7485$ and $\nu_+=1.4449$:
\begin{align}
\epsilon_1&=1-4.961\,(0.5874-0.2591)=-0.63,\\
\epsilon_2&=3.897\,(1-0.7485^2)=1.71 .
\end{align}
At 20~eV, above the upper edge at 14.75~eV, $\epsilon_2=0$ and $\epsilon_1=1-4.961(0.2514-0.1603)=0.55$. The static value is $4.31$, against $1+3.455=4.46$ from the Thomas--Fermi limit, which is not yet accurate at this $q$.

\section{The f-sum rule}

Q: The shape of $\epsilon_2$ changes with $q$, and blocking removes transitions. Why should any integral of it be independent of $q$?

A: Compute the first moment. Under $\omega\to-\omega$, $\nu_-\to-\nu_+$ and $\nu_+\to-\nu_-$, while $P$ is even. So \eqref{e2} is odd, $\omega\epsilon_2$ is even, and we may integrate over all $\omega$ and halve. In the first term put $\omega=qk_F\nu_-+q^2/2$; in the second, $\omega=qk_F\nu_+-q^2/2$. We need $\int P\,dx=2-\frac23=\frac43$ and $\int xP\,dx=0$:
\begin{align}
\int_{-\infty}^{\infty}\!\omega P(\nu_-)\,d\omega&=qk_F\cdot\frac{q^2}2\cdot\frac43=\frac23k_Fq^3,\\
\int_{-\infty}^{\infty}\!\omega P(\nu_+)\,d\omega&=-\frac23k_Fq^3 .
\end{align}
Their difference is $\frac43k_Fq^3$. Multiplying by $k_F^2/q^3$ removes $q$, and half the result is
\begin{equation}
\int_0^\infty\omega\,\epsilon_2\,d\omega=\frac23k_F^3=\frac\pi2\omega_p^2,
\qquad \omega_p^2=4\pi n=\frac{4k_F^3}{3\pi}.
\label{fsum}
\end{equation}
As for blocking, the blocked transitions come in pairs with energies $\Delta$ and $-\Delta$. Leaving them out does not change the sum of $\Delta$ over all electrons, which is $nq^2/2$ because $\mathbf k\cdot\mathbf q$ averages to zero.

Q: Electron energy loss measures ${\rm Im}(-1/\epsilon)$. Does that obey the same rule?

A: It does, but the proof needs the behaviour of $\epsilon$ at complex $z$. Keep the allowed pairs in \eqref{pair}, combine the fractions into $2\Delta/(z^2-\Delta^2)$, and use \eqref{S}:
\begin{equation}
\epsilon(q,z)=1+\frac2\pi\int_0^\infty\frac{\omega'\epsilon_2(q,\omega')}{\omega'^2-z^2}\,d\omega' .
\label{kk}
\end{equation}
For $|z|\gg\omega_+$ the denominator tends to $-z^2$, and \eqref{fsum} gives $\epsilon\to1-\omega_p^2/z^2$.

Next, $\epsilon$ has no zero in the upper half-plane. If ${\rm Re}\,z>0$ and ${\rm Im}\,z>0$, then ${\rm Im}\,z^2>0$, each term in \eqref{kk} has a positive imaginary part, and ${\rm Im}\,\epsilon>0$. For ${\rm Re}\,z<0$ the sign is reversed. On the imaginary axis $z^2<0$ and $\epsilon>1$. So $1/\epsilon$ is analytic there.

Integrate $z(1/\epsilon-1)$ along a line just above the real axis and back along a large semicircle. The total is zero. On the semicircle the integrand is $\omega_p^2/z$, which contributes $i\pi\omega_p^2$. The line must give $-i\pi\omega_p^2$. Taking the imaginary part, and halving because the integrand is even,
\begin{equation}
\int_0^\infty\omega\,{\rm Im}\!\left(-\frac1\epsilon\right)d\omega=\frac\pi2\omega_p^2 .
\label{loss}
\end{equation}

\section{The plasmon's share}

Q: Outside the continuum $\epsilon_2=0$, so the loss function vanishes there and the integral can stop at $\omega_+$.

A: Not if $\epsilon_1$ also vanishes there. Near such a zero $\omega_{pl}$, $\epsilon\approx\epsilon_1'\,(\omega-\omega_{pl}+i0)$ with $\epsilon_1'=\partial\epsilon_1/\partial\omega$, and
\begin{equation}
{\rm Im}\left(-\frac1\epsilon\right)=\frac{\pi}{\epsilon_1'}\,\delta(\omega-\omega_{pl}).
\end{equation}
This undamped plasmon adds $\pi\omega_{pl}/\epsilon_1'$ to \eqref{loss}.

Q: At 1~\AA$^{-1}$ you found $\epsilon_1=3.43$ at 5~eV and $-0.63$ at 12~eV. Is the plasmon between them?

A: No. $\epsilon_1$ does cross zero there, but $\epsilon_2$ is positive inside the continuum, so $\epsilon$ itself is not zero. Above the continuum, differentiating \eqref{kk} gives
\begin{equation}
\frac{\partial\epsilon_1}{\partial\omega}=\frac{4\omega}\pi\int_0^{\omega_+}\frac{\omega'\epsilon_2(\omega')}{(\omega'^2-\omega^2)^2}\,d\omega'>0 .
\end{equation}
So $\epsilon_1$ rises steadily to 1, and it has one zero there if it is negative at $\omega_+$ and none if it is positive. Below the continuum, when $q>2k_F$, \eqref{kk} gives $\epsilon_1>1$ and no zero.

Q: At what wavevector does the plasmon reach the continuum?

A: At $\omega_+$, $\nu_-=1$ and $\nu_+=1+Q$. Then $\Psi(1)=\frac12$ and, since $1-(1+Q)^2=-Q(2+Q)$,
\begin{equation}
\Psi(1+Q)=\frac{1+Q}2-\frac{Q(2+Q)}4\ln\left(1+\frac2Q\right).
\end{equation}
Inserting both in \eqref{e1},
\begin{equation}
\epsilon_1(\omega_+)=1-\frac{k_{TF}^2}{q^2}g(Q),\qquad
g(Q)=\frac{2+Q}4\ln\left(1+\frac2Q\right)-\frac12 .
\end{equation}
The slope $g'=\frac14[\ln(1+2/Q)-2/Q]$ is negative, because $\ln(1+y)<y$ for $y>0$. As $g\to0$ for large $Q$, $g$ is positive. Hence $g/q^2$ falls steadily from infinity to zero, and $k_{TF}^2g/q^2=1$ has one solution $q_c$. The plasmon is undamped for $q<q_c$. In the model gas $q_c=1.143$~\AA$^{-1}$, where the plasmon energy is 17.5~eV.

Q: Then the sum rules should be tried on both sides of $q_c$, and beyond $2k_F=2.87$~\AA$^{-1}$ as well.

A: The plasma energy is 11.742~eV, so the expected value is $\frac\pi2(11.742)^2=216.6$~eV$^2$, or 0.2925~hartree$^2$. Numerical integration gives, in eV$^2$:
\begin{center}
\begin{tabular}{ccccc}
$q$ (\AA$^{-1}$) & $\int\omega\epsilon_2$ & loss, continuum & loss, plasmon & loss, total\\
0.5 & 216.59 & 0.96 & 215.63 & 216.59\\
1.0 & 216.59 & 40.92 & 175.67 & 216.59\\
1.5 & 216.59 & 216.59 & 0 & 216.59\\
2.5 & 216.59 & 216.59 & 0 & 216.59\\
4.0 & 216.59 & 216.59 & 0 & 216.59
\end{tabular}
\end{center}
Meanwhile the continuum moves a great deal. It covers 0 to 6.42~eV at 0.5~\AA$^{-1}$, and 17.19 to 104.73~eV at 4~\AA$^{-1}$, where a gap has opened below it. The plasmon lies at 12.54~eV for $q=0.5$~\AA$^{-1}$ and at 15.65~eV for $q=1$~\AA$^{-1}$, in both cases above the upper edge.

Q: Why is the continuum's part of the loss so small at 0.5~\AA$^{-1}$, when it has all of the absorption?

A: Screening suppresses it. For $q\to0$ the continuum lies at $\omega\lesssim qk_F$, where $\epsilon$ is of order $k_{TF}^2/q^2$. There ${\rm Im}(-1/\epsilon)$ is of order $q^2/k_{TF}^2$, and $\int\omega\,d\omega$ is of order $q^2k_F^2$. The continuum part therefore vanishes as $q^4$, and the plasmon takes the whole sum in that limit. Between the first two rows it grows by a factor of about 43, not $2^4=16$, so these wavevectors are not both in the leading small-$q$ regime.

Q: Both sum rules were derived from the same closed form. What would reveal a mistake in that form?

A: An independent evaluation. The numerical check compares the closed form with direct quadrature over momentum at complex frequency, and compares $\epsilon_2$ and the edges \eqref{edges} with a count of Pauli-allowed pairs on a momentum grid. The edges are reproduced within $0.005\,k_F^2$; with the continuum cut into eight equal energy windows, the counted $\int\epsilon_2\,d\omega$ in each agrees with the formula within 0.2 percent of the largest of the eight values, and the quadrature agrees to rounding error.

\section*{Calculated quantities}
\begin{verbatim}
density = 0.100 1/A^3
Fermi wavevector kF = 1.4360 1/A, 2kF = 2.8719 1/A
Fermi energy = 7.8560 eV
plasma energy = 11.7424 eV
Thomas-Fermi wavevector = 1.8588 1/A
worked q = 1.0 1/A: Q = 0.69640 (no unit), kTF^2/q^2 = 3.45501 (no unit)
E = 0.0 eV: nu- = -0.34820, nu+ = 0.34820 (no unit)
  Psi(nu-) = -0.33377, Psi(nu+) = 0.33377, eps1 = 4.3118, eps2 = 0.0000 (no unit)
E = 5.0 eV: nu- = 0.10876, nu+ = 0.80516 (no unit)
  Psi(nu-) = 0.10833, Psi(nu+) = 0.59833, eps1 = 3.4310, eps2 = 2.4800 (no unit)
E = 12.0 eV: nu- = 0.74850, nu+ = 1.44490 (no unit)
  Psi(nu-) = 0.58743, Psi(nu+) = 0.25910, eps1 = -0.6289, eps2 = 1.7135 (no unit)
E = 20.0 eV: nu- = 1.47963, nu+ = 2.17603 (no unit)
  Psi(nu-) = 0.25135, Psi(nu+) = 0.16032, eps1 = 0.5484, eps2 = 0.0000 (no unit)
continuum: lower edge, |q kF - q^2/2|, upper edge
q = 0.5 1/A: 0.000, 4.518, 6.423 eV
q = 1.0 1/A: 0.000, 7.132, 14.752 eV
q = 1.5 1/A: 0.000, 7.840, 24.985 eV
q = 2.5 1/A: 0.000, 3.542, 51.167 eV
q = 4.0 1/A: 17.192, 17.192, 104.727 eV
plasmon merges at q = 1.1431 1/A, E = 17.485 eV
exact sum pi*wp^2/2 = 216.5880 eV^2 = 0.292505 hartree^2
sums: absorption; loss continuum + plasmon pole = loss total
q = 0.5 1/A: 216.5880; 0.9605 + 215.6276 = 216.5880 eV^2
q = 1.0 1/A: 216.5880; 40.9198 + 175.6682 = 216.5880 eV^2
q = 1.5 1/A: 216.5880; 216.5880 + 0.0000 = 216.5880 eV^2
q = 2.5 1/A: 216.5880; 216.5880 + 0.0000 = 216.5880 eV^2
q = 4.0 1/A: 216.5880; 216.5880 + 0.0000 = 216.5880 eV^2
plasmon at q = 0.5 1/A: E = 12.5442 eV, share of sum = 99.56 percent
plasmon at q = 1.0 1/A: E = 15.6517 eV, share of sum = 81.11 percent
largest error, closed form vs definition = 5.8e-14
largest error, dispersion integral = 4.4e-15
largest error, pair count / largest window = 1.6e-03
\end{verbatim}
